# Inversion capacitance from Schrodinger-Poisson iteration with a density predictor

## Result and scope

For a planar metal-oxide-semiconductor capacitor, the quasi-static gate-to-channel capacitance is

$$C_{gc}=\frac{dN_s}{dV_g}=\mathbf 1^T X\mathbf s,\qquad (K_h+X)\mathbf s=C_{ox}\mathbf e_0 .\tag{1}$$

Here $N_s$ is the electron sheet density, $K_h$ the Poisson matrix including the hole response, $X$ the full static response of the quantum electrons, and $\mathbf e_0$ the unit vector of the oxide interface node. A density predictor finds the self-consistent potential quickly. Its own response is a diagonal matrix $P$, and small potential errors evolve as

$$\delta\boldsymbol\phi_{k+1}=(K_h+P)^{-1}(P-X)\,\delta\boldsymbol\phi_k .\tag{2}$$

All eigenvalues of this map lie between $-1$ and $1$ in the model below, so the iteration converges locally without mixing. Putting $P$ in place of $X$ in (1) gives a wrong capacitance, even at the converged potential.

The semiconductor is p-type, with fully ionized acceptors, Boltzmann holes and parabolic electron subbands. Electrons meet a hard wall at the oxide. The gate is an ideal metal; traps, tunnelling and exchange-correlation are left out. The channel is assumed to stay in equilibrium with its contacts during the measurement.

Lengths are in nm, energies in eV, potentials in V and charges in units of $e$. One volt then shifts an electron by one eV, and $\phi/kT$ is a ratio of numerical values. The Fermi energy is zero, $\phi=0$ in the bulk, $E_c(z)=E_b-\phi(z)$, and $V_g$ is counted from flat band. Capacitance per area converts as $1\,e/(\mathrm{V\,nm^2})=16.02\ \mu\mathrm{F/cm^2}$.

## Discrete equations

Let $z_l=lh$, with the oxide at $l=0$ and $\phi=0$ at the far end $z=L$. In each valley ladder the subbands obey

$$-\frac{\hbar^2}{2m_z}\psi_i''+(E_b-\phi)\psi_i=E_i\psi_i .$$

Central differences give a symmetric tridiagonal matrix $H$ with real eigenvectors $u_{il}$, normalized by $\sum_l u_{il}^2=1$. Integrating the Fermi function over the constant in-plane density of states $A=g\,m_d/(\pi\hbar^2)$ (valley degeneracy $g$, spin included) gives

$$N_i=A\int_{E_i}^{\infty}\frac{dE}{1+e^{E/kT}}=AkT\ln(1+e^{-E_i/kT}).$$

The electron number per area in cell $l$ is $q_l=\sum_iN_iu_{il}^2$, and $N_s=\sum_lq_l$. Sums over $i$ include a sum over ladders; products of two different states occur within one ladder only.

The charge density is $p-N_A-n$ with $p=N_Ae^{-\phi/kT}$, so Poisson's equation reads

$$-\varepsilon_s\phi''+N_A(1-e^{-\phi/kT})+n=0 .$$

Integration over a cell of width $h$ gives, for $l\ge1$,

$$\frac{\varepsilon_s}{h}(2\phi_l-\phi_{l-1}-\phi_{l+1})+hN_A(1-e^{-\phi_l/kT})+q_l=0 .$$

The interface cell has width $h/2$ and no electrons, because $\psi(0)=0$. The displacement entering it from the oxide is $C_{ox}(V_g-\phi_0)$, and the displacement leaving it is $\varepsilon_s(\phi_0-\phi_1)/h$. Outflow minus inflow equals the enclosed charge:

$$\frac{\varepsilon_s}{h}(\phi_0-\phi_1)+C_{ox}(\phi_0-V_g)+\frac h2N_A(1-e^{-\phi_0/kT})=0 .$$

Together these equations are

$$F(\boldsymbol\phi)=K\boldsymbol\phi+\mathbf a(\boldsymbol\phi)+\mathbf q[\boldsymbol\phi]-C_{ox}V_g\mathbf e_0=0,\tag{3}$$

where $K$ is symmetric and positive definite, and $\mathbf a$ is the acceptor charge less the hole charge. Its derivative is diagonal and positive; adding it to $K$ gives $K_h$.

## The predictor

At iterate $\phi_k$, diagonalize $H$. Then freeze the states and let each level follow the local potential change:

$$\hat q_l(\phi;\phi_k)=\sum_i AkT\,u_{il}^2\ln\left[1+e^{(\phi_l-\phi_{k,l}-E_i)/kT}\right].\tag{4}$$

Solve (3) with $\hat{\mathbf q}$ in place of $\mathbf q$, call the solution $\phi_{k+1}$, and diagonalize again. At a fixed point the shift $\phi-\phi_k$ vanishes and (4) is the true density. The predictor therefore changes the path and not the solution.

The inner problem is well posed. Each $\hat q_l$ depends on $\phi_l$ alone and increases with it, so the Jacobian is $K_h$ plus a non-negative diagonal, which is positive definite. For a Newton step $\mathbf s=-J^{-1}F$,

$$\frac{d}{dt}\|F(\phi+t\mathbf s)\|^2\Big|_{t=0}=2F^TJ\mathbf s=-2\|F\|^2<0,$$

so halving the step until the residual norm falls is a sound safeguard.

```
for each gate voltage V, starting from the last potential:
    repeat
        find the lowest M subbands of each ladder at phi
        trial = phi
        repeat                              # Newton
            evaluate predicted charge and its local slope
            solve the tridiagonal system for the step
            halve the step while the residual norm rises
        until the Newton step is negligible
        change = max |trial - phi|
        phi = trial
    until change < tolerance
    diagonalize once more; store the true charges
repeat the solution at V + d and V - d
C_gc = [N_s(V + d) - N_s(V - d)] / (2 d)
```

## The exact charge derivative

A potential change $\delta\phi$ changes $H$ by $-\delta\phi$. Define $v_{ij}=\sum_lu_{il}u_{jl}\delta\phi_l$. First-order perturbation theory gives

$$\delta E_i=-v_{ii},\qquad \delta u_i=\sum_{j\ne i}\frac{v_{ij}}{E_j-E_i}u_j .$$

With $D_i=-dN_i/dE_i=A/(1+e^{E_i/kT})$, the occupation changes by $D_iv_{ii}$. Hence

$$\delta q_l=\sum_iD_iv_{ii}u_{il}^2+2\sum_{i\ne j}\frac{N_i}{E_j-E_i}v_{ij}u_{il}u_{jl}.$$

Exchange $i$ and $j$ in the double sum and average the two forms. The factor 2 cancels and $N_i$ becomes $N_i-N_j$:

$$X_{lm}=\sum_{ij}w_{ij}u_{il}u_{jl}u_{im}u_{jm},\qquad w_{ij}=\frac{N_i-N_j}{E_j-E_i},\quad w_{ii}=D_i.\tag{5}$$

Differentiating (3) with respect to $V_g$ gives $(K_h+X)\mathbf s=C_{ox}\mathbf e_0$ for $\mathbf s=d\boldsymbol\phi/dV_g$. Since $dN_s/dV_g=\mathbf1^TX\mathbf s$, this is (1).

Two properties follow. First, $N$ decreases with energy, so $w_{ij}\ge0$ and

$$\delta\boldsymbol\phi^TX\delta\boldsymbol\phi=\sum_{ij}w_{ij}v_{ij}^2\ge0 .$$

The Jacobian $K_h+X$ is thus positive definite at every potential. If two potentials solved (3), integrating this Jacobian along the segment between them and projecting on their difference would give a positive number equal to zero. The self-consistent solution of this model is therefore unique.

Second, a uniform shift has $v_{ij}=\delta_{ij}$ times a constant and leaves the wave functions alone. Hence

$$X\mathbf1=\mathbf p,\qquad p_l=\sum_iD_iu_{il}^2,\qquad P=\operatorname{diag}(p_l).\tag{6}$$

This $P$ is the derivative of (4) at $\phi=\phi_k$. Predictor and exact response agree for a uniform shift; for a varying one, the predictor omits the rearrangement of the wave functions and applies the level shift locally.

## Stability

Because $\hat{\mathbf q}(\phi;\phi)=\mathbf q[\phi]$, the derivatives of $\hat{\mathbf q}$ with respect to its two arguments add up to $X$. The first is $P$, so the second is $X-P$. Linearizing the inner equation about the solution gives

$$(K_h+P)\delta\boldsymbol\phi_{k+1}+(X-P)\delta\boldsymbol\phi_k=0,$$

which is (2). For an eigenvector $\mathbf f$ with factor $\lambda$,

$$1-\lambda=\frac{\mathbf f^T(K_h+X)\mathbf f}{\mathbf f^T(K_h+P)\mathbf f}>0,\qquad
1+\lambda=\frac{\mathbf f^T(K_h+2P-X)\mathbf f}{\mathbf f^T(K_h+P)\mathbf f}.$$

The second expression is positive if $2P-X\ge0$. To show this, note that $D$ falls with energy, so $N(E)$ is convex. The secant slope $w_{ij}$ cannot exceed the steeper end slope, and so $w_{ij}\le D_i+D_j$. With $f_{ij}=\sum_lu_{il}u_{jl}f_l$ and completeness, $\sum_jf_{ij}^2=\sum_lu_{il}^2f_l^2$, we find

$$\mathbf f^TX\mathbf f\le\sum_{ij}(D_i+D_j)f_{ij}^2=2\sum_iD_i\sum_lu_{il}^2f_l^2=2\,\mathbf f^TP\mathbf f .$$

Hence $-1<\lambda<1$ at any temperature. The proof uses the complete spectrum; with a truncated one it needs the occupation at the cut to be negligible. It is a local statement and does not guarantee convergence from every starting potential.

**Boltzmann limit.** For $N_i=AkTe^{-\beta E_i}$ with $\beta=1/kT$,

$$w_{ij}=AkT\int_0^\beta d\tau\,e^{-\tau E_j}e^{-(\beta-\tau)E_i},$$

and therefore, for one ladder,

$$X_{lm}=AkT\int_0^\beta d\tau\,(e^{-\tau H})_{lm}(e^{-(\beta-\tau)H})_{lm}.$$

The off-diagonal elements of $H$ are negative, so $c-H$ has no negative element for large enough $c$. The same then holds for $e^{-\tau H}=e^{-\tau c}e^{\tau(c-H)}$, and $X_{lm}\ge0$. With (6),

$$\mathbf f^T(P-X)\mathbf f=\tfrac12\sum_{lm}X_{lm}(f_l-f_m)^2\ge0,$$

so $0\le\lambda<1$ and the errors do not alternate in sign. Both inequalities were tested with a complete discrete spectrum and hold to rounding error.

**Cold degenerate limit.** Take $T\to0$ and one occupied subband, with $\epsilon_F=-E_0$ and gaps $\Delta_j=E_j-E_0$. Then $D_0=A$ and $N_0=A\epsilon_F$. The $f_{00}^2$ terms of $P$ and $X$ cancel, leaving

$$\mathbf f^T(P-X)\mathbf f=A\sum_{j\ne0}f_{0j}^2\left(1-\frac{2\epsilon_F}{\Delta_j}\right).$$

Once $\epsilon_F>\Delta_1/2$, a disturbance coupling mainly to the first excited subband makes this negative. Some factors are then negative and their errors alternate in sign, but they stay above $-1$.

**Without the predictor.** If $\mathbf q$ is frozen during the Poisson solution, the map is $-K_h^{-1}X$. Its eigenvalues run from some $\mu<0$ to zero, and the iteration diverges when $\mu<-1$. Linear mixing with fraction $\alpha$ turns an eigenvalue $\nu$ into $1-\alpha(1-\nu)$. Equalizing the magnitudes at the two ends, $1-\alpha=\alpha(1+|\mu|)-1$, gives the best fraction and its factor:

$$\alpha=\frac{2}{2+|\mu|},\qquad \rho=\frac{|\mu|}{2+|\mu|}.\tag{7}$$

## What the capacitance measures

Let $Q(z)=n+N_A(1-e^{-\phi/kT})$ be the negative charge density, so $\phi''=Q/\varepsilon_s$. With $\phi$ and $\phi'$ negligible at $L$, integration by parts gives

$$\frac1{\varepsilon_s}\int_0^LzQ\,dz=[z\phi']_0^L-\int_0^L\phi'\,dz=\phi_0 .$$

The gate charge is $Q_g=\int Q\,dz=C_{ox}(V_g-\phi_0)$, hence $V_g=Q_g/C_{ox}+\phi_0$. Differentiating with respect to $Q_g$ gives

$$\frac1{C_{gg}}=\frac1{C_{ox}}+\frac{z_d}{\varepsilon_s},\qquad z_d=\frac{d\int zQ\,dz}{dQ_g}.\tag{8}$$

The length $z_d$ is the centroid of the added charge. The total capacitance also splits as $C_{gg}=C_{gc}+C_{gb}$, where $C_{gb}$ is the derivative of the depletion charge.

## Worked example

The parameters are round model values: a 2 nm oxide of relative permittivity 4, a semiconductor of permittivity 12, $N_A=0.002\ \mathrm{nm^{-3}}$, $E_b=1$ eV and 300 K. The heavy ladder has $m_z=0.9$ and two valleys, the light ladder $m_z=0.2$ and four valleys, with in-plane masses built from the same two values. The numerical output follows this text.

**The curve.** On the 0.1 nm grid, $C_{gc}$ is negligible at 1 V, where depletion supplies $C_{gg}=0.407\ \mu\mathrm{F/cm^2}$. It is 0.214 at 1.5 V, 1.386 at 2 V and 1.498 $\mu\mathrm{F/cm^2}$ at 3 V. The last value is 15% below $C_{ox}=1.771\ \mu\mathrm{F/cm^2}$.

**Reading the deficit.** At 3 V, $z_d=1.072$ nm. Since $C_{ox}=4\varepsilon_0/(2\ \mathrm{nm})$,

$$\frac{\varepsilon_s}{z_d}=C_{ox}\frac{12/1.072}{4/2}=9.91\ \mu\mathrm{F/cm^2},$$

and (8) gives $C_{gg}=1/(1/1.771+1/9.91)=1.502\ \mu\mathrm{F/cm^2}$, as found from the gate charge. The mean electron centroid, 1.123 nm, would give 1.492, which is 0.7% too low. The added electrons alone have centroid 0.989 nm. Writing the electron moment as $N_s\bar z$, its derivative is $\bar z+N_s\,d\bar z/dN_s$; the second term is $0.9887-1.1234=-0.1347$ nm, so the layer moves towards the oxide as it fills.

Why is $z_d$ larger than 0.989 nm? A fraction $1-1.49775/1.50247=0.0031$ of the added charge is depletion charge. To account for $z_d$ it must sit at

$$\frac{1.0717-0.9969\times0.9887}{0.00314}\approx27\ \mathrm{nm}.$$

The depletion width gives an independent check. With $C_{ox}=0.1105\,e/(\mathrm{V\,nm^2})$ and $\phi_0=1.369$ V, the gate charge is $0.1105\times1.631=0.1802\ \mathrm{nm^{-2}}$. Subtracting $N_s=0.1255$ leaves $0.0547\ \mathrm{nm^{-2}}$, and division by $N_A$ gives 27 nm. The added depletion charge sits at the depletion edge.

**Charge derivatives.** The response comparison uses a 0.2 nm grid. At 3 V, central differences and (1) both give $1.498595\ \mu\mathrm{F/cm^2}$; at 1.5 V they differ by about $10^{-5}$ of the value. Replacing $X$ by $P$ overestimates $C_{gc}$ by 0.006% at 1.5 V, 0.44% at 2 V and 0.45% at 3 V. At 3 V this exceeds the grid error found below. The difference between $P$ and $X$ has two parts, which enter the quadratic form $\mathbf f^T(P-X)\mathbf f$ with opposite signs. Applying each level shift locally, instead of averaging it over the state, makes $P$ too large; omitting the rearrangement of the wave functions makes it too small. The first part prevails here, and neither is a grid error.

**Convergence.** The largest factor is 0.003 at 1.5 V, 0.095 at 2 V and 0.110 at 3 V. One outer step from a slightly displaced solution reproduces each value. The smallest factor is zero to the printed precision. Without the predictor, $\mu$ is $-0.163$, $-7.95$ and $-16.8$: frozen-density iteration converges locally in weak inversion and diverges in strong inversion. At 3 V the best mixing from (7) is $\alpha=2/18.8=0.106$ with $\rho=0.894$, about 20 iterations per decimal digit, against about one with the predictor. A direct jump from the 1 V solution to 3 V took 11 iterations and reached the solution of the gradual sweep. From the fifth to the seventh iteration the largest change in potential falls from $1.2\times10^{-5}$ to $1.3\times10^{-6}$ to $1.4\times10^{-7}$ V, a ratio near 0.11.

## Choosing the numerical parameters

**Voltage step.** In weak inversion $N_s\propto e^{V_g/s}$ with $s\ge kT$, because the surface potential moves no faster than the gate. The central difference multiplies the true slope by

$$\frac{\sinh(d/s)}{d/s}\approx1+\frac{d^2}{6s^2}.$$

For a relative error below $10^{-4}$, $d=kT\sqrt{6\times10^{-4}}\approx0.6$ mV suffices. The noise is the error of $N_s$ divided by $d$, so small steps need tightly converged potentials. If one factor $\lambda$ dominates, the last change is $(1-\lambda)$ times the previous error, and the remaining error is $\lambda/(1-\lambda)$ times that change, or 0.12 for $\lambda=0.11$.

**Grid spacing.** At 3 V, spacings of 0.2, 0.1 and 0.05 nm give $C_{gc}=1.49860$, 1.49775 and $1.49754\ \mu\mathrm{F/cm^2}$. Successive differences have the ratio 3.94, close to the value 4 of a second-order scheme. For an error proportional to $h^2$, the finest value still carries one third of the last difference; removing it gives $1.49747\ \mu\mathrm{F/cm^2}$. The 0.1 nm result is 0.019% above this limit.

The onset of inversion is more demanding. At 1.5 V the 0.2 nm grid gives 0.2153 and the 0.1 nm grid $0.2138\ \mu\mathrm{F/cm^2}$, a difference of 0.7%. If second-order behaviour holds there too, about 0.2% remains at 0.1 nm. A level error $\delta E$ changes a Boltzmann population by the fraction $-\delta E/kT$, which makes this sensitivity plausible. A grid check at the top of the curve does not certify its onset.

**Subbands.** Self-consistency must be restored for each truncation. Relative to 16 subbands per ladder, one subband gives $-1.17\%$ at 1.5 V and $-0.086\%$ at 3 V; two give $-0.047\%$ and $-0.0025\%$. With four the error is at most 0.0003%. For $C_{gg}$, (8) shows why strong inversion is forgiving: an error in $z_d$ enters through the term $z_d/\varepsilon_s$, which is only 15% of $1/C_{gg}$ at 3 V. This does not fix the error of $C_{gc}=C_{gg}-C_{gb}$, because truncation also changes how the added charge divides between electrons and depletion, and $z_d$ includes the depletion part.

**Depth.** Beyond the depletion edge the potential decays over $\sqrt{\varepsilon_skT/N_A}=2.9$ nm. At 3 V the 60 nm domain leaves $(60-27)/2.9\approx11$ such lengths, so $\phi/kT$ has fallen to order $10^{-5}$ at the far boundary. The balance $C_{gg}=C_{gc}+C_{gb}$ detects a domain that is too short, because flux then leaks through the far boundary.

## Cost and failure modes

With $n$ nodes and $M$ subbands per ladder, finding the eigenvalues by bisection costs of order $nM$ operations per bit of precision, and orthogonalizing the vectors at most of order $nM^2$. A Newton step costs of order $nM$. Central differences add two solutions per bias, both started close to their targets. Direct assembly of $X$ costs of order $Mn^3$, so it serves better as a check at a few biases than as the production route.

- **Alternating errors at low temperature.** Negative factors are possible, as shown above. Mixing turns a factor $\lambda$ into $1-\alpha(1-\lambda)$, which helps if $\lambda$ is close to $-1$ but slows the decay of errors with positive factors.
- **Added electron interactions.** An exchange-correlation potential changes the response, and the proofs of uniqueness and stability no longer apply as they stand.
- **Accumulation or flat band.** Majority carriers at the surface are treated classically here, so the curve should not be extended to negative $V_g$ without quantizing the holes.
- **Comparison with measurement.** Gate depletion, wave-function penetration into the oxide, interface traps and leakage all alter the measured curve. At 3 V the oxide field of the example is $(3-1.369)\ \mathrm{V}/2\ \mathrm{nm}\approx8$ MV/cm, near the breakdown field of silicon dioxide, and 2 nm of that oxide would pass a large tunnelling current; the top of the curve is a numerical test point, not a safe operating bias. An oxide thickness fitted with this model can therefore differ from the true one. Since such effects can depend on bias, a single fitted thickness need not reproduce the whole curve.

## Computed values

```
kT = 0.025852 eV; oxide capacitance = 1.7708 uF/cm^2
oxide: 2.0 nm, permittivity 4; semiconductor permittivity 12
acceptors 0.002 nm^-3; bulk E_c-E_F 1.0 eV; depth 60.0 nm
valley masses 0.9, 0.2 m_e; subbands per ladder 10
triangular well, 0.1 V/nm: largest relative level error 4.08e-04
V_g (V) | N_s (nm^-2) | C_gc, C_gg (uF/cm^2) | outer iterations
1.00 | 3.7236e-10 | 0.00000, 0.40685 | 3
1.25 | 4.1678e-07 | 0.00019, 0.36505 | 3
1.50 | 5.2497e-04 | 0.21382, 0.49843 | 5
1.75 | 1.3702e-02 | 1.22467, 1.27654 | 8
2.00 | 3.4363e-02 | 1.38626, 1.40631 | 9
2.25 | 5.6464e-02 | 1.43949, 1.45112 | 10
2.50 | 7.9160e-02 | 1.46708, 1.47515 | 10
2.75 | 1.0220e-01 | 1.48481, 1.49090 | 10
3.00 | 1.2547e-01 | 1.49775, 1.50247 | 9
3 V: mean electron centroid 1.1234 nm; centroid of added charge 1.0717 nm
3 V: centroid of added electrons 0.9887 nm; surface potential 1.3692 V
3 V, heavy ladder: E_0, E_1 = -0.0639, 0.0787 eV; electron share 0.8955
3 V, light ladder: E_0, E_1 = 0.0673, 0.2521 eV; electron share 0.1045
jump 1 V to 3 V: 11 iterations; first changes (V): 7.2e-01 1.7e-02 1.1e-03 1.2e-04 1.2e-05 1.3e-06 1.4e-07
Response on 0.2 nm grid; C in uF/cm^2
1.5 V: C_gc difference 0.215318, exact response 0.215315, predictor 0.215328
  factors: min -0.00000, max 0.00304, measured 0.00304; plain -0.163, measured -0.163
2.0 V: C_gc difference 1.386901, exact response 1.386901, predictor 1.393045
  factors: min -0.00000, max 0.09537, measured 0.09537; plain -7.953, measured -7.953
3.0 V: C_gc difference 1.498595, exact response 1.498595, predictor 1.505386
  factors: min -0.00000, max 0.11049, measured 0.11049; plain -16.819, measured -16.819
predictor error in C_gc at 1.5, 2, 3 V (%): 0.0061 0.4429 0.4531
Boltzmann: min/max kernel -1.9e-27; min/max eigenvalue of P-X 0.0e+00
grid 0.2 nm, 3 V: C_gc = 1.498595 uF/cm^2
grid 0.1 nm, 3 V: C_gc = 1.497752 uF/cm^2
grid 0.05 nm, 3 V: C_gc = 1.497538 uF/cm^2
difference ratio 3.943; extrapolated C_gc 1.497467 uF/cm^2; 0.1 nm error 0.0190 %
1 subbands/ladder: C_gc at 1.5, 3 V = 0.212803, 1.497306 uF/cm^2; error -1.1680, -0.0860 %
2 subbands/ladder: C_gc at 1.5, 3 V = 0.215217, 1.498558 uF/cm^2; error -0.0471, -0.0025 %
4 subbands/ladder: C_gc at 1.5, 3 V = 0.215318, 1.498595 uF/cm^2; error -0.0003, -0.0000 %
10 subbands/ladder: C_gc at 1.5, 3 V = 0.215318, 1.498595 uF/cm^2; error -0.0000, 0.0000 %
16 subbands/ladder: C_gc at 1.5, 3 V = 0.215318, 1.498595 uF/cm^2; error 0.0000, 0.0000 %
```
